# Surface-Optical Phonons and Remote Electron Coupling at a Semiconductor-Insulator Interface

## Why the bulk phonons are not enough

Suppose an electron moves in a nonpolar semiconductor beside a polar insulator. If only the phonons of the electron's own material are counted, polar-phonon scattering is missing altogether. If the insulator's bulk longitudinal phonon is inserted instead, both the frequency and the strength are wrong: that phonon produces no potential in the semiconductor. The vibration that reaches the electron belongs to the interface, and both materials enter its frequency and its coupling.

## Model and conventions

The semiconductor fills \(z>0\), the insulator fills \(z<0\), and \(A\) is the interface area. Hartree units are used, with \(D=E+4\pi P\) and Coulomb potential \(1/r\). The interface is abrupt and the response local. Damping and screening by channel electrons are left out. The in-plane wave number satisfies \(q\gg\omega\sqrt{|\epsilon|}/c\), so that the field is electrostatic, \(\mathbf E=-\nabla\phi\).

In each medium, lattice polarization \(\mathbf P_j\) obeys

\[
\frac{\ddot{\mathbf P}_j}{\chi_j\omega_j^2}+\frac{\mathbf P_j}{\chi_j}=\mathbf E .
\]

A bulk transverse vibration has no electrostatic field, so \(\omega_j\) is a transverse-optical (TO) frequency. For time dependence \(e^{-i\omega t}\),

\[
\mathbf P_j=\frac{\chi_j\omega_j^2}{\omega_j^2-\omega^2}\mathbf E .
\]

The electrons of the medium respond instantaneously through \(\epsilon_\infty\). Adding \(4\pi\sum_j\mathbf P_j\) to \(\epsilon_\infty\mathbf E\) gives

\[
\epsilon(\omega)=\epsilon_\infty+\sum_j\frac{\Delta_j\omega_j^2}{\omega_j^2-\omega^2},
\qquad \Delta_j=4\pi\chi_j>0 .
\]

The static value is \(\epsilon_0=\epsilon_\infty+\sum_j\Delta_j\). Subscripts s and ox denote semiconductor and insulator; \(\epsilon_0\) and \(\epsilon_\infty\) without such a subscript refer to the insulator.

## The frequency condition

Without free charge, \(\epsilon\nabla^2\phi=0\) inside each medium. Where \(\epsilon\ne0\), the solution that decays away from the interface is

\[
\phi=\phi_0e^{i\mathbf q\cdot\mathbf r-q|z|},
\]

with \(\mathbf r\) in the interface plane. The normal displacement is \(D_z=-\epsilon\,\partial_z\phi\). At the interface it equals \(-\epsilon_{ox}q\phi_0\) on the insulator side and \(+\epsilon_sq\phi_0\) on the semiconductor side, omitting the common phase. Equating them gives

\[
S(\omega)\equiv\epsilon_s(\omega)+\epsilon_{ox}(\omega)=0 .
\]

The excluded case \(\epsilon_{ox}=0\) is the insulator's bulk longitudinal-optical (LO) phonon. Its displacement vanishes in the insulator, so continuity requires \(\epsilon_sq\phi_0=0\). For \(\epsilon_s\ne0\) this means \(\phi_0=0\), and no potential enters the semiconductor.

Each oscillator contributes a positive slope to \(S\):

\[
\epsilon'(\omega)=\sum_j\frac{2\omega\Delta_j\omega_j^2}{(\omega_j^2-\omega^2)^2}>0 .
\]

Between neighbouring poles \(S\) rises from \(-\infty\) to \(+\infty\). Above the last pole it rises from \(-\infty\) to a positive constant; below the first it stays positive. There is therefore one root above each distinct TO frequency.

For constant \(\epsilon_s\) and one insulator oscillator, the condition reads

\[
(\epsilon_s+\epsilon_\infty)(\omega_{SO}^2-\omega_{TO}^2)
=(\epsilon_0-\epsilon_\infty)\omega_{TO}^2 ,
\]

and hence

\[
\boxed{\omega_{SO}^2=\omega_{TO}^2
\frac{\epsilon_0+\epsilon_s}{\epsilon_\infty+\epsilon_s}} .
\]

As \(\epsilon_s\to\infty\), the semiconductor shorts out the field and \(\omega_{SO}\to\omega_{TO}\). The formal limit \(\epsilon_s\to0\) gives \(\omega_{LO}=\omega_{TO}\sqrt{\epsilon_0/\epsilon_\infty}\). For positive \(\epsilon_s\) the interface mode lies between these two.

## Fixing the quantum amplitude

The zero condition leaves the amplitude free; quantization fixes it. Write the potential of one mode as

\[
\hat\phi=M_q\left(a_qe^{i\mathbf q\cdot\mathbf r-i\omega t}
+a_q^\dagger e^{-i\mathbf q\cdot\mathbf r+i\omega t}\right)e^{-q|z|},
\]

with \(M_q\) real. The electron's charge is \(-1\), so its energy is \(-\hat\phi\). The sign can be absorbed into \(a_q\), giving

\[
H_{int}=\sum_{\mathbf q}M_qe^{-qz}
\left(a_qe^{i\mathbf q\cdot\mathbf r}+a_q^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).
\]

To identify the kinetic energy, multiply the oscillator equation by \(\dot{\mathbf P}_j\):

\[
\frac{d}{dt}\left[\frac{\dot{\mathbf P}_j^2}{2\chi_j\omega_j^2}
+\frac{\mathbf P_j^2}{2\chi_j}\right]=\mathbf E\cdot\dot{\mathbf P}_j .
\]

The first term in brackets is the kinetic energy density. Nothing else in the model carries kinetic energy, because the field and the electronic polarization follow instantaneously. Inserting the response of \(\mathbf P_j\), the vacuum mean is

\[
\langle T\rangle_{density}
=\frac{\omega^2}{2}\sum_j
\frac{\chi_j\omega_j^2}{(\omega_j^2-\omega^2)^2}
\langle|\nabla\hat\phi|^2\rangle .
\]

Since \(\Delta_j=4\pi\chi_j\), the slope formula says that the sum equals \(\epsilon'/(8\pi\omega)\). Therefore

\[
\langle T\rangle_{density}
=\frac{\omega\epsilon'(\omega)}{16\pi}
\langle|\nabla\hat\phi|^2\rangle .
\]

The in-plane and normal derivatives each contribute \(q^2\), so

\[
\langle|\nabla\hat\phi|^2\rangle=2q^2|M_q|^2e^{-2q|z|}.
\]

Its integral over either half-space is \(Aq|M_q|^2\). A harmonic mode in its ground state has energy \(\omega/2\), half of it kinetic. Thus

\[
\frac{\omega qA|M_q|^2}{16\pi}
\left(\epsilon_s'+\epsilon_{ox}'\right)=\frac{\omega}{4},
\]

which gives

\[
\boxed{A|M_q|^2=\frac{4\pi}
{q[\epsilon_s'(\omega)+\epsilon_{ox}'(\omega)]}} ,
\]

evaluated at the mode frequency. A steep dielectric sum means much lattice motion for a given potential, and so a weak coupling.

For one insulator oscillator and constant \(\epsilon_s\), the zero condition gives \((\epsilon_0-\epsilon_\infty)\omega_{TO}^2/(\omega_{SO}^2-\omega_{TO}^2)=\epsilon_s+\epsilon_\infty\). The slope is then

\[
\epsilon_{ox}'=\frac{2\omega_{SO}(\epsilon_s+\epsilon_\infty)^2}
{(\epsilon_0-\epsilon_\infty)\omega_{TO}^2}.
\]

Substitute this and replace \(\omega_{TO}^2\) by \(\omega_{SO}^2(\epsilon_s+\epsilon_\infty)/(\epsilon_s+\epsilon_0)\):

\[
A|M_q|^2=\frac{2\pi\omega_{SO}}q
\frac{\epsilon_0-\epsilon_\infty}
{(\epsilon_s+\epsilon_\infty)(\epsilon_s+\epsilon_0)}
=\frac{2\pi\omega_{SO}}qF,
\]

\[
F=\frac1{\epsilon_s+\epsilon_\infty}
-\frac1{\epsilon_s+\epsilon_0}.
\]

The coupling vanishes when the lattice adds nothing to the permittivity. At distance \(z\) the squared coupling carries the factor \(e^{-2qz}\), so short-wavelength modes are cut off first.

## The same coupling from the image force

Place a unit charge at \(z'>0\) and keep \(\epsilon_s\) constant. For \(z>0\), its potential at wave number \(q\) is

\[
\frac{2\pi}{q\epsilon_s}
\left[e^{-q|z-z'|}+R\,e^{-q(z+z')}\right].
\]

In the insulator the bracket is replaced by \(Te^{q(z-z')}\). Continuity of potential and displacement gives \(1+R=T\) and \(\epsilon_s(1-R)=\epsilon_{ox}T\), so

\[
R=\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}}
=\frac{2\epsilon_s}{S}-1 .
\]

The frequency-dependent part of the interaction is \(4\pi e^{-q(z+z')}/(qS)\). As a function of \(\omega^2\), \(1/S\) has simple poles at the interface modes \(\omega_k\):

\[
\frac1{S(\omega)}=\frac1{S(\infty)}
+\sum_k\frac{2\omega_k}{S'(\omega_k)(\omega^2-\omega_k^2)} .
\]

Multiplying by \(4\pi/q\) turns each pole term into \(2\omega_kA|M_k|^2/(\omega^2-\omega_k^2)\), the interaction carried by a phonon of coupling \(M_k\). At \(\omega=0\) this yields a sum rule for any number of insulator oscillators:

\[
\sum_k\frac{A|M_k|^2}{\omega_k}=\frac{2\pi F}{q}.
\]

A fixed charge displaces each oscillator and lowers its energy by \(|M_k|^2e^{-2qz}/\omega_k\), as completing the square shows. Replacing \(\sum_{\mathbf q}\) by \(A\int q\,dq/(2\pi)\), the total shift is

\[
-\int_0^\infty dq\,Fe^{-2qz}=-\frac F{2z}.
\]

This is the difference between the static and high-frequency image energies. The instantaneous image energy belongs to \(\epsilon_\infty\); the phonons supply the rest.

## A thin insulator under a gate

The plain sum assumes \(qt\gg1\) for insulator thickness \(t\). With an ideal metal at \(z=-t\), the insulator potential becomes \(\phi_0\sinh[q(z+t)]/\sinh(qt)\). Its slope at the interface is \(qC\phi_0\), where \(C=\coth(qt)\), and the frequency condition changes to

\[
\epsilon_s+C\epsilon_{ox}=0 .
\]

Write the profile as \(\phi_0f(z)\), so that \(f(0)=1\). Since \(f''=q^2f\), the integral of \(f'^2+q^2f^2\) over the film is the boundary term \(ff'=qC\), in place of \(q\). The normalization therefore becomes

\[
A|M_q|^2=\frac{4\pi}{q(\epsilon_s'+C\epsilon_{ox}')} .
\]

For one oscillator and constant \(\epsilon_s\), both \(\epsilon_0\) and \(\epsilon_\infty\) are multiplied by \(C\) in the earlier formulas. The factor \(F\) becomes

\[
F_C=\frac{\epsilon_0-\epsilon_\infty}
{\epsilon_s^2/C+\epsilon_s(\epsilon_0+\epsilon_\infty)+C\epsilon_0\epsilon_\infty}.
\]

Its denominator is smallest at \(C=\epsilon_s/\sqrt{\epsilon_0\epsilon_\infty}\). If this exceeds one, thinning the film first raises \(F_C\) and then lowers it. For \(qt\to0\), \(C\simeq1/(qt)\), the frequency tends to \(\omega_{LO}\), and

\[
A|M_q|^2\to2\pi\omega_{LO}t
\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right).
\]

The gate has removed the \(1/q\) growth at long wavelength.

## Scattering of an electron at rest

Let an electron of mass \(m\) move freely in the plane \(z=d\), initially at rest. It cannot emit a phonon, but it can absorb one. With empty final states and no change of subband, the golden rule gives

\[
\Gamma=2\pi N\sum_{\mathbf q}|M_q|^2e^{-2qd}
\delta\!\left(\frac{q^2}{2m}-\omega_{SO}\right),
\]

where \(N=1/(e^{\omega_{SO}/k_BT}-1)\). Use \(\sum_{\mathbf q}\to A\int q\,dq/(2\pi)\) and \(q\,dq=m\,dE\), with \(E=q^2/(2m)\):

\[
\Gamma=mN\,A|M_{q_0}|^2e^{-2q_0d},
\qquad q_0=\sqrt{2m\omega_{SO}} .
\]

For an electron spread over a normalized subband density \(n(z)\), the amplitude factor \(e^{-qd}\) is replaced by \(\int n(z)e^{-qz}dz\).

## Two insulators compared

Take round model parameters: \(\epsilon_s=12\), \(m=0.2\), \(d=1\) nm \(=18.90\) bohr and \(T=300\) K. The high-permittivity insulator has \(\epsilon_\infty=5\), \(\epsilon_0=20\), \(\omega_{TO}=40\) meV. The low-permittivity one has \(\epsilon_\infty=2.5\), \(\epsilon_0=4\), \(\omega_{TO}=60\) meV. Their interface modes are

\[
40\sqrt{32/17}=54.9\ \text{meV},\qquad
60\sqrt{16/14.5}=63.0\ \text{meV}.
\]

The corresponding bulk LO energies are 80.0 and 75.9 meV. The coupling factors are

\[
F_{high}=\tfrac1{17}-\tfrac1{32}=0.02757,\qquad
F_{low}=\tfrac1{14.5}-\tfrac1{16}=0.00647 .
\]

At \(q=0.5\ \text{nm}^{-1}=0.02646\) bohr\(^{-1}\), with \(\omega_{SO}=0.002017\) hartree,

\[
A|M_q|^2_{high}=\frac{2\pi(0.002017)(0.02757)}{0.02646}
=0.0132\ \text{hartree}^2\,\text{bohr}^2,
\]

or \(0.0274\ \text{eV}^2\,\text{nm}^2\). The low-permittivity value is 0.00356 hartree\(^2\) bohr\(^2\), smaller by a factor of 3.7. The larger \(F\) outweighs the lower phonon frequency.

For absorption in the high-permittivity case, \(q_0=0.0284\) bohr\(^{-1}\), \(N=0.136\), \(A|M_{q_0}|^2=0.0123\) and \(e^{-2q_0d}=0.342\). Hence

\[
\Gamma=0.2(0.136)(0.0123)(0.342)
=1.14\times10^{-4}\ \text{hartree},
\]

which is \(4.7\times10^{12}\ \text{s}^{-1}\). The other insulator gives \(7.7\times10^{11}\ \text{s}^{-1}\). The ratio 6.1 is the product of 3.98 from the coupling at each \(q_0\), 1.42 from the phonon occupation and 1.08 from the decay with distance. In both cases \(q_0c/\omega_{SO}\) is about 1800 or more, so the electrostatic treatment is justified. The rates are of lowest order in the coupling. For the high-permittivity insulator \(\Gamma\) is about \(0.06\,\omega_{SO}\), and the weight of virtually emitted phonons, \(\sum_{\mathbf q}|M_q|^2e^{-2qd}(N+1)/(\omega_{SO}+q^2/2m)^2\), is about 0.2, against 0.04 for the other insulator. Higher orders are therefore not negligible in the first rate, and both it and the ratio are estimates.

A gate modifies the high-permittivity coupling as follows. At \(qt=1\) the mode rises to 57.4 meV and \(A|M_q|^2\) is 1.05 times its thick-film value at the same \(q\). At \(qt=0.1\) the mode is at 74.0 meV and the ratio is 0.56. For a 2 nm film these two cases correspond to \(q=0.5\) and \(0.05\ \text{nm}^{-1}\). The initial rise is mostly due to the frequency: \(57.4/54.9=1.046\), which leaves only about 1.006 for \(F_C/F\).

## More than one oscillator

Now split the same lattice permittivity into strengths 12 and 3, with TO energies 15 and 50 meV. With \(x=\omega^2\) in meV\(^2\), clearing denominators in \(S=0\) gives

\[
17x^2-56525x+18\,000\,000=0 .
\]

The roots are 18.9 and 54.5 meV, with couplings 0.00294 and 0.00463 hartree\(^2\) bohr\(^2\) at \(q=0.5\) nm\(^{-1}\). Dividing each coupling by its frequency shows that the soft mode supplies about 65% of the sum \(\sum_kA|M_k|^2/\omega_k\), and so of the phonon part of the static image energy, although its coupling is the smaller. Because \(\epsilon_0\) and \(\epsilon_\infty\) are unchanged, so is \(F\): a fixed charge at 1 nm is lowered by \(F/(2z)=19.9\) meV in either description.

A polar semiconductor requires its own \(\epsilon_s(\omega)\). Give it \(\epsilon_{s,\infty}=10\), one oscillator of strength 2 and a TO energy of 30 meV, beside the original high-permittivity insulator. The condition \(S=0\) is again quadratic in \(\omega^2\), with roots 30.6 and 57.3 meV. Their couplings at the same \(q\) are 0.00019 and 0.0174 hartree\(^2\) bohr\(^2\). The lower root lies just above the semiconductor's TO pole, where the slope of \(S\) is large, so its coupling is weak. Replacing this semiconductor by its static permittivity of 12 would give one mode at 54.9 meV and miss the other. Its bulk polar phonons also scatter the electron and must be added separately.

These rates describe unscreened coupling at a single abrupt interface. Mobile carriers add a screening charge, which in a thin channel acts as a charged sheet rather than as a change of the constant \(\epsilon_s\), and an intervening layer adds another boundary; either change requires the electrostatic problem to be solved again before the phonon amplitude is normalized.

All numerical values are calculated from the stated model.
